\section*{Carrier freeze-out with and without compensating acceptors}

\section*{The system}

An n-type semiconductor contains $N_D$ donors per unit volume. Each donor can bind one electron with energy $E_D$ below the conduction-band edge, in either of two spin states. There are also $N_A=KN_D$ acceptors, with $0\le K<1$. Assume that

\begin{itemize}
\item the crystal is in thermal equilibrium, and holes in the valence band are negligible;
\item every acceptor has captured an electron and is negatively charged;
\item the conduction electrons are non-degenerate, so Boltzmann statistics apply to them;
\item donors do not interact, and their excited bound states and the weak binding of a second electron are ignored.
\end{itemize}

Energies are measured from the band edge, $\mu$ is the Fermi level and $n$ the density of conduction electrons.

\section*{Part (a)}

\textbf{Question.} Derive an equation for $n$ that does not contain $\mu$, and solve it.

\textbf{Answer.} A donor state with $N$ electrons and energy $E$ has the Gibbs weight $e^{-(E-\mu N)/kT}$. The empty donor has weight 1. The two occupied states, each with $N=1$ and $E=-E_D$, have total weight $2e^{(\mu+E_D)/kT}$. The ratio of ionized to neutral donors is therefore
\begin{equation}
\frac{N_D^+}{N_D^0}=\frac12\,e^{-(\mu+E_D)/kT}.
\end{equation}
For a band with density-of-states mass $m$,
\begin{align}
n&=\frac{1}{2\pi^2}\left(\frac{2m}{\hbar^2}\right)^{3/2}\int_0^\infty\!\sqrt{\varepsilon}\,e^{-(\varepsilon-\mu)/kT}d\varepsilon
=N_c\,e^{\mu/kT},\\
N_c&=2\left(\frac{mkT}{2\pi\hbar^2}\right)^{3/2},
\end{align}
because the integral of $\sqrt\varepsilon\,e^{-\varepsilon/kT}$ is $\tfrac{\sqrt\pi}{2}(kT)^{3/2}$. Multiplying the donor ratio by $n$ removes $\mu$:
\begin{equation}
\frac{n\,N_D^+}{N_D^0}=n_1(T),\qquad n_1=\frac{N_c}{2}\,e^{-E_D/kT}.
\label{mass}
\end{equation}
Charge neutrality requires $N_D^+=n+N_A$, so $N_D^0=N_D-N_A-n$. Hence
\begin{equation}
\frac{n(n+N_A)}{N_D-N_A-n}=n_1 .
\label{main}
\end{equation}
Clearing the denominator gives $n^2+(N_A+n_1)n-n_1(N_D-N_A)=0$. The product of the roots is negative, so there is one positive root. Multiplying the usual expression for it, above and below, by its conjugate gives
\begin{equation}
n=\frac{2n_1(N_D-N_A)}{N_A+n_1+\sqrt{(N_A+n_1)^2+4n_1(N_D-N_A)}} .
\end{equation}

\section*{Part (b)}

\textbf{Question.} Find the low-temperature form of $n$ for $K=0$ and for $K>0$. Explain physically why they differ.

\textbf{Answer.} For $N_A=0$, equation (\ref{main}) reads $n^2=n_1(N_D-n)$. This gives $n<\sqrt{n_1N_D}$, so $n\ll N_D$ whenever $n_1\ll N_D$. Dropping $n$ beside $N_D$,
\begin{equation}
n\simeq\sqrt{n_1N_D}\;\propto\;T^{3/4}e^{-E_D/2kT}\qquad(K=0).
\label{half}
\end{equation}
For $N_A>0$, equation (\ref{main}) gives $nN_A<n(n+N_A)<n_1(N_D-N_A)$. Since $n_1\to0$ on cooling, $n$ eventually becomes small beside both $N_A$ and $N_D-N_A$. Then
\begin{equation}
n\simeq n_1\frac{N_D-N_A}{N_A}=n_1\frac{1-K}{K}\;\propto\;T^{3/2}e^{-E_D/kT}\qquad(K>0).
\label{full}
\end{equation}

In both cases the product $nN_D^+$ carries the factor $e^{-E_D/kT}$. Without acceptors each ionized donor has supplied one conduction electron, so $N_D^+=n$, the product is $n^2$, and the square root halves the energy. With acceptors, about $N_A$ donors stay ionized however cold the crystal is, because their electrons sit on acceptors. The factor $N_D^+\simeq N_A$ is then constant and $n$ carries the whole exponential.

\section*{Part (c)}

\textbf{Question.} Find $s=d\ln n/d\ln n_1$ as a function of $n$, and relate it to the slope of an Arrhenius plot of $n$.

\textbf{Answer.} The logarithm of (\ref{main}) is $\ln n+\ln(n+N_A)-\ln(N_D-N_A-n)=\ln n_1$. Differentiating with respect to $\ln n$,
\begin{equation}
\frac1s=1+\frac{n}{n+N_A}+\frac{n}{N_D-N_A-n}.
\label{slope}
\end{equation}
For $N_A>0$ both fractions grow with $n$, so $s$ falls steadily from 1 in the cold limit to 0 when the donors are exhausted. For $N_A=0$ the first fraction equals 1 and $s$ starts from $\tfrac12$.

With $\beta=1/kT$, $\ln n_1=\text{const}-\tfrac32\ln\beta-\beta E_D$. The Arrhenius slope is therefore
\begin{equation}
-\frac{d\ln n}{d\beta}=s\left(E_D+\tfrac32kT\right).
\label{arr}
\end{equation}
The term $\tfrac32kT$ comes from the power of $T$ in $N_c$.

\section*{Part (d)}

\textbf{Question.} Define the crossover temperature $T^*$ by $n=N_A$. When does it exist, and what is it?

\textbf{Answer.} Setting $n=N_A$ in (\ref{main}),
\begin{equation}
n_1(T^*)=\frac{2N_A^2}{N_D-2N_A}=\frac{2K^2N_D}{1-2K}.
\label{cross}
\end{equation}
The right side must be positive, so $K<\tfrac12$. For $K\ge\tfrac12$ the available density $N_D-N_A$ does not exceed $N_A$, and $n$ never reaches $N_A$. Inserting $n_1$ and taking the logarithm,
\begin{equation}
kT^*=\frac{E_D}{\ln\!\left[\dfrac{N_c(T^*)\,(1-2K)}{4K^2N_D}\right]} .
\label{implicit}
\end{equation}

The temperature on the right can be removed. Write $N_c/2=BT^{3/2}$, $\theta=E_D/k$, $x=\theta/T^*$, and let $R$ be the right side of (\ref{cross}). Then
\begin{align}
B\theta^{3/2}x^{-3/2}e^{-x}=R
&\;\Rightarrow\;x\,e^{2x/3}=\theta\,(B/R)^{2/3}\nonumber\\
&\;\Rightarrow\;\tfrac{2x}{3}\,e^{2x/3}=\tfrac{2\theta}{3}(B/R)^{2/3}.
\end{align}
The Lambert function $W$ is defined by $W(z)e^{W(z)}=z$, so
\begin{equation}
T^*=\frac{2\theta}{3\,W\!\left[\tfrac{2\theta}{3}(B/R)^{2/3}\right]} .
\end{equation}

At $T^*$ equation (\ref{slope}) gives $1/s=\tfrac32+K/(1-2K)$, that is, $s=2(1-2K)/(3-4K)$. For small $K$ this is close to $\tfrac23$, between the two limiting slopes. The change is a smooth bend, so its temperature depends on the convention. Equating the laws (\ref{half}) and (\ref{full}) instead gives $n_1=K^2N_D/(1-K)^2$, about half the value in (\ref{cross}) for small $K$, and so a slightly lower temperature.

\section*{Part (e)}

\textbf{Question.} Under what condition does a compensated sample show the half-energy law over a range of temperature?

\textbf{Answer.} By (\ref{slope}), $s=\tfrac12$ requires
\begin{equation}
\frac{n}{N_D-N_A-n}=1-\frac{n}{n+N_A}=\frac{N_A}{n+N_A}.
\end{equation}
Multiplying by $n+N_A$ and comparing with (\ref{main}) gives $n_1=N_A$. The density follows from $n(n+N_A)=N_A(N_D-N_A-n)$, or $(n+N_A)^2=N_AN_D$:
\begin{equation}
n=\sqrt{N_AN_D}-N_A .
\end{equation}
Every sample with $0<K<1$ passes through this point. What matters is how fast $s$ changes there. Differentiating (\ref{slope}),
\begin{equation}
\frac{d(1/s)}{d\ln n}=\frac{nN_A}{(n+N_A)^2}+\frac{n(N_D-N_A)}{(N_D-N_A-n)^2}.
\end{equation}
With $r=\sqrt K$, the point has $n=N_Dr(1-r)$, $n+N_A=N_Dr$ and $N_D-N_A-n=N_D(1-r)$. The two terms are $r(1-r)$ and $r(1+r)$, with sum $2r$. Since $ds=-s^2\,d(1/s)$ and $d\ln n=s\,d\ln n_1$,
\begin{equation}
\frac{ds}{d\ln n_1}=-s^3\,2r=-\frac{\sqrt K}{4}.
\end{equation}
The slope lingers near $\tfrac12$ if $\sqrt K\ll1$. The half-energy law then holds in the window $N_A\ll n\ll N_D$. For $K>\tfrac14$, the slope at $T^*$ is already below $\tfrac12$, and $T^*$ no longer separates the two laws.

\section*{Part (f)}

\textbf{Question.} Take $E_D=45$ meV, $N_D=10^{15}$ cm$^{-3}$, $K=10^{-3}$ and $N_c(300\text{ K})=2.744\times10^{19}$ cm$^{-3}$, roughly the case of phosphorus in high-purity silicon. Find $T^*$, interpret the Arrhenius slopes, and judge the neglected effects.

\textbf{Answer.} Equation (\ref{implicit}) is solved by iteration. At $T=27.40$ K, $N_c=2.744\times10^{19}(27.40/300)^{3/2}=7.575\times10^{17}$ cm$^{-3}$, and
\begin{equation}
\ln\frac{7.575\times10^{17}\times0.998}{4\times10^{-6}\times10^{15}}=19.06,\qquad
kT^*=\frac{45\text{ meV}}{19.06}=2.361\text{ meV},
\end{equation}
which returns $T^*=27.4$ K ($-245.7\,^\circ$C). Equating the limiting laws gives 26.5 K.

\begin{center}
\begin{tabular}{rcccc}
$T$ (K) & \multicolumn{2}{c}{$n$ (cm$^{-3}$)} & \multicolumn{2}{c}{Arrhenius slope (meV)}\\
 & $K=0$ & $K=10^{-3}$ & $K=0$ & $K=10^{-3}$\\
15 & $3.41\times10^{8}$ & $1.16\times10^{5}$ & 23.5 & 46.9\\
25 & $5.29\times10^{11}$ & $2.28\times10^{11}$ & 24.1 & 40.7\\
40 & $3.71\times10^{13}$ & $3.66\times10^{13}$ & 24.6 & 24.9\\
100 & $9.38\times10^{14}$ & $9.37\times10^{14}$ & 3.4 & 3.4
\end{tabular}
\end{center}

At 15 K the slopes are $E_D+\tfrac32kT$ and half of that, as (\ref{arr}) requires. One acceptor per thousand donors lowers $n$ there by a factor of about 2900, yet at 40 K it changes $n$ by little more than 1\%. The slope factor is $\tfrac12$ at 39.0 K. For this sample, a slope near 25 meV measured around 40 K must therefore be read with the half-energy law; with the $\tfrac32kT$ term of (\ref{arr}) this gives 44.7 meV, whereas the full-energy law would give about 20 meV, less than half the true value. The slope alone does not tell which law applies: that requires $K$, or data over a wide enough range of temperature to show the bend.

At fixed $N_D$ and $E_D$, $T^*$ rises to 35.3 K for $K=10^{-2}$ and 49.7 K for $K=0.1$. In the last case $s$ changes by 0.08 per unit of $\ln n_1$ at the half-slope point, so there is no clear half-energy line.

\textbf{Comparison with real silicon.} The binding energy and masses are rough typical values (taking 45.6 meV in place of 45 meV raises $T^*$ by 0.3 K), and $N_A=10^{12}$ cm$^{-3}$ implies highly purified material. More acceptors at the same $N_D$ mean a larger $K$, which raises $T^*$ by about 8 K for $K=10^{-2}$ and 22 K for $K=0.1$, as just shown. The following neglected effects are estimated to shift $T^*$ by much less here:
\begin{itemize}
\item Ten excited donor states, placed roughly 12 meV above the ground state, raise $T^*$ by 0.04 K. Their weight relative to the ground state grows from 3\% at $T^*$ to 14\% at 39 K. At 40 K they lower $n$ by about 7\% and the Arrhenius slope by about 0.7 meV, which is more than the acceptors change either quantity there. They matter more on warming: they lower $n$ by about 15\% at 70 K, and at 100 K they lower it by about 6\% and raise the slope from 3.4 to about 5.5 meV, so the last row of the table describes the model and not real silicon.
\item Screening, by conduction electrons and by the redistribution of bound electrons among the donors, lowers the ionization energy by an estimated 0.17 meV, and $T^*$ by 0.1 K. This is an order of magnitude only: the Coulomb energy at the donor spacing is 1.2 meV, half of $kT^*$. At fixed $n_1$, $\delta T^*/T^*=\delta E_D/(E_D+\tfrac32kT^*)$, so a lowering by the full 1.2 meV would shift $T^*$ by about 0.7 K. The same estimate grows with $n$: at 40 K it gives about 0.7 meV, which raises $n$ by roughly 11\% and the slope by roughly 0.7 meV, comparable to the effect of the excited states and opposite in sign. At 15 K it also raises $n$ by roughly 11\%.
\item A measuring field $F$ turns the donor's Coulomb potential energy into $-C/r-Fr$ on the downhill side, with $C=e^2/4\pi\epsilon$ and $F$ in energy per length. Its maximum, at $r=\sqrt{C/F}$, is $-2\sqrt{CF}$, a barrier lowering of 0.22 meV at 1 V/cm. This is a rough estimate, because the maximum then lies about 1.1 $\mu$m from the donor, beyond the screening length of about 0.7 $\mu$m, where the bare Coulomb form no longer holds. Strong fields can also ionize donors by electron impact, which equilibrium statistics do not describe.
\end{itemize}
Heavily doped regions of devices violate the assumption of isolated donors, and these numbers do not carry over to them. At 300 K the model gives $n=9.99\times10^{14}$ cm$^{-3}$, essentially $N_D-N_A$, so freeze-out at this doping concerns cryogenic operation. The remaining values are in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
donor binding energy E_D = 45.0 meV; N_D = 1.0e+15 cm^-3
main compensation ratio K = 1e-03; N_A = 1.0e+12 cm^-3
masses 0.92, 0.19 m_e; valleys 6; DOS mass 1.061 m_e
N_c(300 K) = 2.744e+19 cm^-3
largest relative error of closed form for n = 2.0e-05
K=0, 20 K: slope of n/T^(3/4) = 22.500 meV
K=1e-3, 15 K: slope of n/T^(3/2) = 45.000 meV
T (K) | n, K=0 | n, K=1e-3 (cm^-3) | raw slopes of n (meV)
  15 | 3.414e+08 | 1.164e+05 | 23.47, 46.94
  20 | 3.287e+10 | 1.078e+09 | 23.79, 47.53
  25 | 5.289e+11 | 2.277e+11 | 24.11, 40.68
  30 | 3.452e+12 | 2.987e+12 | 24.40, 27.90
  40 | 3.709e+13 | 3.659e+13 | 24.61, 24.94
  50 | 1.518e+14 | 1.513e+14 | 23.62, 23.69
  70 | 5.981e+14 | 5.974e+14 | 15.49, 15.51
 100 | 9.382e+14 | 9.373e+14 | 3.37, 3.37
 300 | 9.996e+14 | 9.986e+14 | 0.03, 0.03
K | T* (K), n=N_A | s at T* | T (K) at s=1/2 | ds/dln(n1) there
1e-04 | 22.36 | 0.6666 | 33.78 | -0.0025
1e-03 | 27.40 | 0.6662 | 39.04 | -0.0079
1e-02 | 35.26 | 0.6622 | 46.12 | -0.0250
1e-01 | 49.65 | 0.6154 | 56.07 | -0.0791
3e-01 | 65.02 | 0.4444 | 62.36 | -0.1369
K=0.6: n(300 K)/N_A = 0.666, no crossing
main case: T* = 27.40 K = -245.75 deg C
kT* = 2.361 meV; E_D/kT* = 19.06
n1(T*) = 2.004e+09 cm^-3; N_c(T*) = 7.575e+17 cm^-3
Fermi level at T* = -31.97 meV from band edge
n at s=1/2 point, main case = 3.062e+13 cm^-3
intersection of limiting laws, main case: T = 26.51 K
Neglected effects, main case at T* unless stated:
excited states (10 at 12 meV, rough): T* becomes 27.44 K
their weight / ground weight: 0.031; at s=1/2: 0.141
band degeneracy, n/(2^1.5 N_c) = 4.7e-07
relative permittivity 11.7; screening length 0.714 um
Coulomb lowering of E_D, estimate 0.172 meV: T* 27.30 K
Coulomb energy at donor spacing = 1.23 meV
donor radius estimate 1.37 nm; N_D radius^3 = 2.6e-06
field 1 V/cm: barrier lowering 0.222 meV
rough mobility 2e+04 cm2/Vs, sound speed 9e+05 cm/s
drift speed / sound speed = 0.022
intrinsic density / N_D at 300 K (gap 1.12 eV, rough) = 1.1e-05
\end{verbatim}
